**Spinor sign in a neutron interferometer**

When the spin in one arm of a lossless 50/50 interferometer is rotated by α about **n**, one port receives I = ½[1 + cos χ cos(α/2) − Pₙ sin χ sin(α/2)]. Here χ is the reference-arm phase and Pₙ is the incident polarization along **n**. The program integrates the Pauli equation through a smooth field pulse, propagates the joint path–spin density matrix, and asserts agreement with this formula for randomly drawn cases. It also asserts that the interference term reverses after 2π and returns after 4π, that the spin vector returns after 2π, and that equal rotations of both arms leave the intensity unchanged. Boundary matching for neutron waves in a square field region is used to assert the spin-dependent phases and the positions of the fringe extrema. For a wavelength of 0.18 nm and a field length of 2 cm, the output puts the first minimum at 3.768 mT and the next maximum at 7.536 mT. With a 2 percent wavelength spread, the intensity fractions at these two fields are 0.0010 and 0.9961. Further assertions cover the visibility, the wavelength average, and the behaviour of spins ½, 1, 3/2 and 2 under a full turn.

## Numerical check

```python
"""
Result under test: when the spin of a spin-1/2 particle is rotated by alpha about
n in only one arm of a lossless 50/50 interferometer, one output port receives
  I = [1 + cos(chi) cos(alpha/2) - P_n sin(chi) sin(alpha/2)] / 2.
chi: phase of the reference arm; P_n: incident polarization along n.
For neutrons alpha = |gamma| B L / v, with |gamma| = 2|mu|/hbar, field B,
field length L and speed v. The interference term has period 4 pi in alpha,
whereas the spin vector has period 2 pi. All quantities are in SI units.
"""
import numpy as np
import mpmath as mp
from scipy import constants as const
from scipy.integrate import solve_ivp
from scipy.linalg import block_diag, expm
from scipy.optimize import minimize_scalar
from scipy.spatial.transform import Rotation

mp.mp.dps = 35
moment = const.physical_constants["neutron mag. mom."][0]
mass = const.m_n
hbar = const.hbar
wavelength = 0.18e-9
length = 0.02
spread = 0.02
speed = const.h / (mass * wavelength)
transit = length / speed
energy = mass * speed**2 / 2
gamma = 2 * abs(moment) / hbar
field_2pi = 2 * np.pi * speed / (gamma * length)
field_4pi = 2 * field_2pi

identity = np.eye(2, dtype=complex)
pauli = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
z_axis = np.array([0.0, 0.0, 1.0])


def evolve(mean_field, axis):
    """Integrate the Pauli equation through a smooth field of given mean."""
    sigma_n = np.einsum("i,ijk->jk", axis, pauli)

    def derivative(s, flat):
        field = 2 * mean_field * np.sin(np.pi * s)**2
        hamiltonian = -moment * field * sigma_n
        return (-1j * transit / hbar * hamiltonian @ flat.reshape(2, 2)).ravel()

    solution = solve_ivp(derivative, (0, 1), identity.ravel(),
                         method="DOP853", rtol=1e-11, atol=1e-12)
    assert solution.success
    return solution.y[:, -1].reshape(2, 2)


def density(polarization):
    return (identity + np.einsum("i,ijk->jk", polarization, pauli)) / 2


def ports(rotation, reference_rotation, chi, polarization):
    """Propagate the joint path-spin density matrix through both splitters."""
    splitter = np.kron(np.array([[1, 1], [1, -1]]) / np.sqrt(2), identity)
    arms = block_diag(rotation, np.exp(1j * chi) * reference_rotation)
    total = splitter @ arms @ splitter
    initial = np.kron(np.diag([1, 0]), density(polarization))
    final = total @ initial @ total.conj().T
    return np.trace(final[:2, :2]).real, np.trace(final[2:, 2:]).real


def spin_vector(rotation, polarization):
    final = rotation @ density(polarization) @ rotation.conj().T
    return np.array([np.trace(s @ final).real for s in pauli])


def scan_visibility(rotation, polarization):
    values = [ports(rotation, identity, chi, polarization)[0]
              for chi in np.linspace(0, 2 * np.pi, 1441)]
    return (max(values) - min(values)) / (max(values) + min(values))


# General intensity, spin rotation, sign reversal and common-rotation control.
rng = np.random.default_rng(7)
for _ in range(4):
    axis = rng.normal(size=3)
    axis /= np.linalg.norm(axis)
    polarization = rng.normal(size=3)
    polarization *= 0.8 / np.linalg.norm(polarization)
    field = rng.uniform(0.001, 0.008)
    chi = rng.uniform(0, 2 * np.pi)
    alpha = gamma * field * length / speed
    p_n = polarization @ axis
    rotation = evolve(field, axis)
    bright, other = ports(rotation, identity, chi, polarization)
    predicted = (1 + np.cos(chi) * np.cos(alpha / 2)
                 - p_n * np.sin(chi) * np.sin(alpha / 2)) / 2
    assert abs(bright - predicted) < 1e-8
    assert abs(bright + other - 1) < 1e-8
    rotated = Rotation.from_rotvec(alpha * axis).apply(polarization)
    assert np.allclose(spin_vector(rotation, polarization), rotated, atol=1e-8)
    later = evolve(field + field_2pi, axis)
    later_bright = ports(later, identity, chi, polarization)[0]
    assert abs(later_bright + bright - 1) < 1e-8
    assert np.allclose(spin_vector(later, polarization), rotated, atol=1e-8)
    last = evolve(field + field_4pi, axis)
    assert abs(ports(last, identity, chi, polarization)[0] - bright) < 1e-8
    common = ports(rotation, rotation, chi, polarization)[0]
    assert abs(common - (1 + np.cos(chi)) / 2) < 1e-8
    expected_visibility = np.hypot(np.cos(alpha / 2), p_n * np.sin(alpha / 2))
    # The finite phase grid misses an extremum by at most a few parts in 1e6.
    assert abs(scan_visibility(rotation, polarization)
               - expected_visibility) < 1e-5

rotation_2pi = evolve(field_2pi, z_axis)
rotation_4pi = evolve(field_4pi, z_axis)
assert np.allclose(rotation_2pi, -identity, atol=1e-8)
assert np.allclose(rotation_4pi, identity, atol=1e-8)

# An unpolarized beam at quadrature has no fringe at any field.
for field in (0.001, 0.003, 0.006):
    value = ports(evolve(field, z_axis), identity, np.pi / 2, np.zeros(3))[0]
    assert abs(value - 0.5) < 1e-8


def transmission(potential):
    """Solve boundary matching for a square region; free passage gives one."""
    k = 2 * mp.pi / mp.mpf(wavelength)
    q = mp.sqrt(k**2 - 2 * mp.mpf(mass) * potential / mp.mpf(hbar)**2)
    inside = mp.exp(1j * q * length)
    outside = mp.exp(1j * k * length)
    matrix = mp.matrix([[1, -1, -1, 0],
                        [-k, -q, q, 0],
                        [0, inside, 1 / inside, -outside],
                        [0, q * inside, -q / inside, -k * outside]])
    return complex(mp.lu_solve(matrix, mp.matrix([-1, -k, 0, 0]))[3])


def wave_intensity(field_mt):
    zeeman = abs(moment) * field_mt * 1e-3
    return sum(abs(1 + transmission(sign * zeeman))**2 for sign in (1, -1)) / 8


for field in (0.0017, 0.0043, 0.0071):
    alpha = gamma * field * length / speed
    for sign in (1, -1):
        amplitude = transmission(sign * abs(moment) * field)
        # The neglected second-order wave-number shift is of order 1e-8.
        assert abs(amplitude - np.exp(-1j * sign * alpha / 2)) < 1e-7

minimum = minimize_scalar(wave_intensity, bounds=(2, 6), method="bounded",
                          options={"xatol": 1e-7})
maximum = minimize_scalar(lambda b: -wave_intensity(b), bounds=(5.7, 9.3),
                          method="bounded", options={"xatol": 1e-7})
assert abs(minimum.x / (field_2pi * 1e3) - 1) < 1e-5
assert abs(maximum.x / (field_4pi * 1e3) - 1) < 1e-5

# Average the interferometer output over a Gaussian wavelength distribution.
nodes, weights = np.polynomial.hermite.hermgauss(40)


def averaged_intensity(field):
    total = 0.0
    for node, weight in zip(nodes, weights):
        local_wavelength = wavelength * (1 + np.sqrt(2) * spread * node)
        local_time = length * mass * local_wavelength / const.h
        rotation = expm(1j * moment * field * local_time / hbar * pauli[2])
        total += weight * ports(rotation, identity, 0, np.zeros(3))[0]
    return total / np.sqrt(np.pi)


# Spins other than one half show which part of the effect is due to half-integer j.
def normalized_trace(spin, alpha):
    m = np.arange(spin, -spin - 1, -1)
    raising = np.diag(np.sqrt(spin * (spin + 1) - m[1:] * (m[1:] + 1)), 1)
    j_x = (raising + raising.T) / 2
    return np.trace(expm(-1j * alpha * j_x)) / len(m)


for spin in (0.5, 1.0, 1.5, 2.0):
    alpha = 1.37
    size = 2 * spin + 1
    formula = np.sin(size * alpha / 2) / (size * np.sin(alpha / 2))
    assert abs(normalized_trace(spin, alpha) - formula) < 1e-11
    assert abs(normalized_trace(spin, 2 * np.pi) - (-1)**int(2 * spin)) < 1e-11

print(f"neutron wavelength (chosen): {wavelength*1e9:.3f} nm")
print(f"field length (chosen): {length*100:.2f} cm")
print(f"relative wavelength standard deviation (chosen): {spread:.3f}")
print(f"neutron magnetic moment magnitude: {abs(moment):.6e} J/T")
print(f"gyromagnetic ratio magnitude: {gamma:.6e} rad/(s T)")
print(f"neutron speed: {speed:.2f} m/s")
print(f"transit time: {transit*1e6:.4f} microseconds")
print(f"kinetic energy: {energy/const.e*1e3:.3f} meV")
print(f"rotation angle per field: {gamma*transit*1e-3:.5f} rad/mT")
print(f"field for 2 pi rotation: {field_2pi*1e3:.4f} mT")
print(f"field for 4 pi rotation: {field_4pi*1e3:.4f} mT")
print(f"field for 4 pi rotation, converted: {field_4pi*1e4:.3f} gauss")
print(f"first minimum from wave matching: {minimum.x:.4f} mT")
print(f"next maximum from wave matching: {maximum.x:.4f} mT")
ratio = abs(moment) * field_4pi / energy
print(f"Zeeman/kinetic energy at 4 pi: {ratio:.3e} (dimensionless)")
print("Fringe at chi=0; intensities are fractions of incident beam")
print("B [mT] alpha/pi I_mono I_spread transverse_spin")
for field in np.arange(9) * 1e-3:
    rotation = evolve(field, z_axis)
    alpha = gamma * field * transit
    mono = ports(rotation, identity, 0, np.zeros(3))[0]
    average = averaged_intensity(field)
    damped = (1 + np.exp(-(spread * alpha)**2 / 8) * np.cos(alpha / 2)) / 2
    assert abs(mono - np.cos(alpha / 4)**2) < 1e-8
    assert abs(average - damped) < 1e-10
    transverse = spin_vector(rotation, np.array([1.0, 0, 0]))[0]
    print(f"{field*1e3:5.1f} {alpha/np.pi:8.4f} {mono:7.4f} "
          f"{average:8.4f} {transverse:9.4f}")

for label, field, rotation in (("2 pi", field_2pi, rotation_2pi),
                               ("4 pi", field_4pi, rotation_4pi)):
    mono = abs(ports(rotation, identity, 0, np.zeros(3))[0])
    transverse = spin_vector(rotation, np.array([1.0, 0, 0]))[0]
    print(f"at {label}: monochromatic intensity fraction {mono:.4f}")
    print(f"at {label}: spread-beam intensity fraction "
          f"{averaged_intensity(field):.4f}")
    print(f"at {label}: transverse spin component {transverse:.4f} "
          "(unit initial)")

rotation_pi = evolve(field_2pi / 2, z_axis)
for label, rotation in (("pi", rotation_pi), ("2 pi", rotation_2pi)):
    visibility = scan_visibility(rotation, np.zeros(3))
    print(f"unpolarized visibility at {label}: {visibility:.4f} (dimensionless)")
polarized = scan_visibility(rotation_pi, z_axis)
print(f"field-polarized visibility at pi: {polarized:.4f} (dimensionless)")
common = ports(rotation_2pi, rotation_2pi, 0, np.zeros(3))[0]
print(f"both arms rotated by 2 pi: intensity fraction {common:.4f}")
for spin in (0.5, 1.0):
    value = normalized_trace(spin, 2 * np.pi).real
    print(f"spin {spin:.1f}: normalized trace at 2 pi {value:.4f} (dimensionless)")
print("verified")
```

It prints:

```
neutron wavelength (chosen): 0.180 nm
field length (chosen): 2.00 cm
relative wavelength standard deviation (chosen): 0.020
neutron magnetic moment magnitude: 9.662365e-27 J/T
gyromagnetic ratio magnitude: 1.832472e+08 rad/(s T)
neutron speed: 2197.80 m/s
transit time: 9.1000 microseconds
kinetic energy: 25.248 meV
rotation angle per field: 1.66755 rad/mT
field for 2 pi rotation: 3.7679 mT
field for 4 pi rotation: 7.5358 mT
field for 4 pi rotation, converted: 75.358 gauss
first minimum from wave matching: 3.7679 mT
next maximum from wave matching: 7.5358 mT
Zeeman/kinetic energy at 4 pi: 1.800e-08 (dimensionless)
Fringe at chi=0; intensities are fractions of incident beam
B [mT] alpha/pi I_mono I_spread transverse_spin
  0.0   0.0000  1.0000   1.0000    1.0000
  1.0   0.5308  0.8360   0.8360   -0.0966
  2.0   1.0616  0.4517   0.4517   -0.9813
  3.0   1.5924  0.0990   0.0995    0.2862
  4.0   2.1232  0.0093   0.0104    0.9260
  5.0   2.6540  0.2414   0.2423   -0.4651
  6.0   3.1848  0.6431   0.6424   -0.8362
  7.0   3.7156  0.9509   0.9479    0.6267
  8.0   4.2464  0.9630   0.9589    0.7151
at 2 pi: monochromatic intensity fraction 0.0000
at 2 pi: spread-beam intensity fraction 0.0010
at 2 pi: transverse spin component 1.0000 (unit initial)
at 4 pi: monochromatic intensity fraction 1.0000
at 4 pi: spread-beam intensity fraction 0.9961
at 4 pi: transverse spin component 1.0000 (unit initial)
unpolarized visibility at pi: 0.0000 (dimensionless)
unpolarized visibility at 2 pi: 1.0000 (dimensionless)
field-polarized visibility at pi: 1.0000 (dimensionless)
both arms rotated by 2 pi: intensity fraction 1.0000
spin 0.5: normalized trace at 2 pi -1.0000 (dimensionless)
spin 1.0: normalized trace at 2 pi 1.0000 (dimensionless)
verified
```
